# Why heating lowers the wind valence but not the wind force: test program

```python
# Result under test: in a degenerate free-electron metal the electron wind
# force on an ion is F = -(pF*S/e)*j, free of the mean free path l, while the
# wind valence Z = F/(e*E) = -n*S*l falls when l falls.
# S: transport cross-section of the ion, pF: Fermi momentum, n: electron
# density, j: current density, E: field, e: positive elementary charge.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

# ---------- Boltzmann equation on a discretised Fermi sphere ----------
# Units here: hbar = m = e = kF = 1, so vF = pF = 1 and n = 1/(3 pi^2).
nodes, node_weights = np.polynomial.legendre.leggauss(10)
phi = 2*np.pi*np.arange(10)/10
cos_t = np.repeat(nodes, 10)
sin_t = np.sqrt(1 - cos_t**2)
phi_all = np.tile(phi, 10)
directions = np.column_stack((sin_t*np.cos(phi_all),
                              sin_t*np.sin(phi_all), cos_t))
weight = np.repeat(node_weights, 10)*2*np.pi/10
cos_between = directions @ directions.T
states = 2/(2*np.pi)**3
n_unit = 1/(3*np.pi**2)


def kernel(coeffs, shape=None):
    """Differential cross-section between all pairs of directions."""
    values = np.polynomial.polynomial.polyval(cos_between, coeffs)
    return values if shape is None else values*np.outer(shape, shape)


def transport_section(coeffs):
    def integrand(x):
        return 2*np.pi*(1 - x)*np.polynomial.polynomial.polyval(x, coeffs)
    return quad(integrand, -1, 1)[0]


def steady_state(rate_kernel, field=1.0):
    """Distortion g of the Fermi sphere in a field along z."""
    transfer = rate_kernel*weight[None, :]
    collision = np.diag(transfer.sum(axis=1)) - transfer
    return -np.linalg.lstsq(collision, field*cos_t, rcond=None)[0]


def current(g):
    return -states*np.sum(weight*cos_t*g)


def force(g, ion_kernel):
    momentum_given = cos_t[:, None] - cos_t[None, :]
    return states*np.einsum('i,j,i,ij,ij->', weight, weight, g,
                            ion_kernel, momentum_given)


ion_coeffs = [0.3, 0.24, 0.15]
ion = kernel(ion_coeffs)
S_unit = transport_section(ion_coeffs)

# Isotropic backgrounds of different strength and angular shape
for coeffs in ([1.0], [1.0, 1.2, 0.5], [1.0, -0.6, 0.2]):
    for strength in (0.01, 0.05):
        g = steady_state(strength*kernel(coeffs))
        path = 1/(strength*transport_section(coeffs))
        assert abs(force(g, ion)/current(g)/(-S_unit) - 1) < 1e-9
        assert abs(force(g, ion)/(-n_unit*S_unit*path) - 1) < 1e-9
        assert abs((1/current(g))*n_unit*path - 1) < 1e-9

# Anisotropic background: the distortion is no longer a pure shift
uneven = 1 + 2*cos_t**2
g_even = steady_state(0.02*kernel([1.0]))
g_uneven = steady_state(0.02*kernel([1.0], uneven))
slope = g_uneven/cos_t
assert slope.max()/slope.min() > 1.5 or slope.min()/slope.max() > 1.5
assert abs(force(g_uneven, ion)/current(g_uneven)/(-S_unit) - 1) < 1e-9

# Direction-dependent ion cross-section: the cancellation must now fail
ion_uneven = kernel([0.3], 1 + cos_t**2)
ratio_even = force(g_even, ion_uneven)/current(g_even)
ratio_uneven = force(g_uneven, ion_uneven)/current(g_uneven)
failure = ratio_uneven/ratio_even - 1
assert abs(failure) > 0.02

# Pauli blocking leaves the momentum transfer unchanged
occupation = 0.5 + 0.3*cos_t + 0.1*cos_t**2
pair = np.outer(weight, weight)*ion*(cos_t[:, None] - cos_t[None, :])
free_sum = np.sum(pair*occupation[:, None])
blocked_sum = np.sum(pair*occupation[:, None]*(1 - occupation[None, :]))
assert abs(blocked_sum/free_sum - 1) < 1e-9

# Resistivity added by a density of ion-like scatterers
base = 0.02*kernel([1.0, 1.2, 0.5])
ion_density = 0.003
added = (1/current(steady_state(base + ion_density*ion))
         - 1/current(steady_state(base)))
assert abs(added/(ion_density*S_unit/n_unit) - 1) < 1e-8

# ---------- Thermal smearing at fixed electron density ----------
x_grid = np.linspace(-40, 40, 4001)
thermal = 1/(4*np.cosh(x_grid/2)**2)
thermal /= thermal.sum()


def smeared_force_ratio(t, r):
    """F/j relative to zero temperature; t = kT/EF, tau ~ energy**r."""
    mu = brentq(lambda m: np.sum(thermal*(m + t*x_grid)**1.5) - 1, 0.9, 1.1)
    energy = mu + t*x_grid
    carried = thermal*energy**(1.5 + r)
    return np.sum(carried*np.sqrt(energy))/np.sum(carried)


smearing_rows = []
for r in (-0.5, 0.0, 1.5):
    numeric = (smeared_force_ratio(0.02, r) - 1)/0.02**2
    formula = np.pi**2/6*(1 + r)
    # neglected fourth-order terms are of order 10*t^2 = 0.004 here
    assert abs(numeric - formula) < 0.02
    smearing_rows.append((r, numeric, formula))

# ---------- Worked example: rough copper-interconnect regime ----------
e, hbar, mass, kB = const.e, const.hbar, const.m_e, const.k
n = 8.5e28                 # 1/m^3
S = 0.005e-18              # m^2, chosen
j = 1e10                   # A/m^2
rho_residual = 0.5e-8      # ohm m
rho_phonon_300 = 1.7e-8    # ohm m
debye = 320.0              # K
temperatures = (300.0, 378.0, 573.0)
expansion = 1.7e-5         # 1/K, linear
direct_valence = 1.0
activation = 0.9           # eV
hop = 0.25e-9              # m


def phonon_shape(T):
    def integrand(x):
        return x**5/(4*np.sinh(x/2)**2)
    return (T/debye)**5*quad(integrand, 0, debye/T)[0]


def rho_phonon(T):
    return rho_phonon_300*phonon_shape(T)/phonon_shape(300.0)


for T in temperatures:
    z = debye/T
    high_T = (T/debye)/4*(1 - z**2/18)
    # next term of the expansion is z^4/480, at most 0.0027 here
    assert abs(phonon_shape(T)/high_T - 1) < 0.004

pF = hbar*(3*np.pi**2*n)**(1/3)
vF = pF/mass
EF = pF**2/(2*mass)
rows = []
for T in temperatures:
    rho = rho_residual + rho_phonon(T)
    path = pF/(n*e**2*rho)
    Z = -n*S*path
    rows.append((T, rho, path, Z, rho*j, Z*e*rho*j))
to_ueV_nm = 1e-9/e*1e6
cold, use, hot = rows
assert all(abs(row[5]/(-pF*S*j/e) - 1) < 1e-10 for row in rows)

print(f"electron density: {n*1e-6:.2e} cm^-3")
print(f"transport cross-section S: {S*1e18:.4f} nm^2")
print(f"current density: {j*1e-10:.2f} MA/cm^2")
print(f"residual resistivity: {rho_residual*1e8:.2f} uohm cm")
print(f"phonon resistivity, 300 K: {rho_phonon_300*1e8:.2f} uohm cm")
print(f"Debye temperature: {debye:.0f} K")
print(f"Fermi momentum: {pF:.4e} kg m/s")
print(f"Fermi wavenumber: {pF/hbar*1e-9:.3f} nm^-1")
print(f"Fermi speed: {vF:.4e} m/s")
print(f"Fermi energy: {EF/e:.3f} eV")
per_percent = 0.01*pF*S/e**2
print(f"added resistivity, n_i/n = 0.01: {per_percent*1e8:.3f} uohm cm")
for T, rho, path, Z, field, F in rows:
    print(f"T = {T:.0f} K: resistivity {rho*1e8:.3f} uohm cm")
    print(f"  mean free path {path*1e9:.2f} nm")
    print(f"  wind valence {Z:.3f}")
    print(f"  field {field*1e-2:.3f} V/cm")
    print(f"  wind force at fixed j {F*to_ueV_nm:.4f} ueV/nm")
    fixed_field = Z*e*cold[4]
    print(f"  at the 300 K field {fixed_field*to_ueV_nm:.4f} ueV/nm")
print(f"wind force at fixed j: {cold[5]:.3e} N")
print(f"valence ratio 573 K / 300 K: {hot[3]/cold[3]:.4f}")
print(f"resistivity ratio 573 K / 300 K: {hot[1]/cold[1]:.4f}")

for r, numeric, formula in smearing_rows:
    print(f"smearing coefficient r={r}: {numeric:.4f}, formula {formula:.4f}")
t_hot = kB*573.0/EF
smear = np.pi**2/6*2.5*t_hot**2
print(f"kT/EF at 573 K: {t_hot:.5f}")
print(f"smearing correction, 573 K, r=1.5: {100*smear:.4f} %")
n_hot = n/(1 + expansion*273.0)**3
pF_hot = hbar*(3*np.pi**2*n_hot)**(1/3)
print(f"linear expansion coefficient: {expansion:.1e} 1/K")
print(f"expansion, force change 300-573 K: {100*(pF_hot/pF - 1):.3f} %")
total = [(row[3] + direct_valence)*e*row[4] for row in rows]
print(f"total force, Z_d=+1, 300 K: {total[0]*to_ueV_nm:.4f} ueV/nm")
print(f"total force, Z_d=+1, 573 K: {total[2]*to_ueV_nm:.4f} ueV/nm")
print(f"total force change: {100*(total[2]/total[0] - 1):.2f} %")

# Two patches: a small one with stronger phonon scattering and ion drag
patch_share, patch_drag, patch_phonon = 0.1, 2.0, 2.0


def patch_force(T):
    tau_main = 1/(rho_residual + rho_phonon(T))
    tau_patch = 1/(rho_residual + patch_phonon*rho_phonon(T))
    main = (1 - patch_share)*tau_main
    small = patch_share*tau_patch
    return (main + patch_drag*small)/(main + small)


patch_change = patch_force(573.0)/patch_force(300.0) - 1
print(f"patch: share {patch_share}, drag x{patch_drag}, "
      f"phonon rate x{patch_phonon}")
print(f"two-patch force change 300-573 K: {100*patch_change:.3f} %")
print(f"uneven-ion test, change of F/j: {100*failure:.2f} %")
work = abs(cold[5])*hop
print(f"work per {hop*1e9:.2f} nm hop / kT, 300 K: {work/(kB*300):.2e}")
print(f"electron drift speed / Fermi speed: {j/(n*e)/vF:.2e}")
growth = np.exp(activation*e/kB*(1/378.0 - 1/573.0))
print(f"activation energy: {activation:.2f} eV")
print(f"diffusivity ratio 573 K / 378 K: {growth:.3e}")
print(f"atomic drift ratio 573 K / 378 K: {growth*378.0/573.0:.3e}")
print("OK")
```

Printed output:

```
electron density: 8.50e+22 cm^-3
transport cross-section S: 0.0050 nm^2
current density: 1.00 MA/cm^2
residual resistivity: 0.50 uohm cm
phonon resistivity, 300 K: 1.70 uohm cm
Debye temperature: 320 K
Fermi momentum: 1.4345e-24 kg m/s
Fermi wavenumber: 13.602 nm^-1
Fermi speed: 1.5747e+06 m/s
Fermi energy: 7.049 eV
added resistivity, n_i/n = 0.01: 0.279 uohm cm
T = 300 K: resistivity 2.200 uohm cm
  mean free path 29.88 nm
  wind valence -12.700
  field 2.200 V/cm
  wind force at fixed j -2.7941 ueV/nm
  at the 300 K field -2.7941 ueV/nm
T = 378 K: resistivity 2.692 uohm cm
  mean free path 24.42 nm
  wind valence -10.380
  field 2.692 V/cm
  wind force at fixed j -2.7941 ueV/nm
  at the 300 K field -2.2836 ueV/nm
T = 573 K: resistivity 3.897 uohm cm
  mean free path 16.87 nm
  wind valence -7.169
  field 3.897 V/cm
  wind force at fixed j -2.7941 ueV/nm
  at the 300 K field -1.5772 ueV/nm
wind force at fixed j: -4.477e-16 N
valence ratio 573 K / 300 K: 0.5645
resistivity ratio 573 K / 300 K: 1.7715
smearing coefficient r=-0.5: 0.8232, formula 0.8225
smearing coefficient r=0.0: 1.6442, formula 1.6449
smearing coefficient r=1.5: 4.1014, formula 4.1123
kT/EF at 573 K: 0.00700
smearing correction, 573 K, r=1.5: 0.0202 %
linear expansion coefficient: 1.7e-05 1/K
expansion, force change 300-573 K: -0.462 %
total force, Z_d=+1, 300 K: -2.5741 ueV/nm
total force, Z_d=+1, 573 K: -2.4043 ueV/nm
total force change: -6.59 %
patch: share 0.1, drag x2.0, phonon rate x2.0
two-patch force change 300-573 K: -0.278 %
uneven-ion test, change of F/j: -4.55 %
work per 0.25 nm hop / kT, 300 K: 2.70e-05
electron drift speed / Fermi speed: 4.66e-07
activation energy: 0.90 eV
diffusivity ratio 573 K / 378 K: 1.212e+04
atomic drift ratio 573 K / 378 K: 7.997e+03
OK
```
